# Unfolding supercell states and separating defect levels from perturbed host states

## What a folded spectrum hides

A supercell containing $N$ primitive cells folds $N$ primitive wave vectors onto each supercell wave vector. A defect then mixes the folded host states, and an energy level alone no longer tells us whether we have found a bound defect state or a disturbed host state.

Take a weak attractive well in a one-dimensional crystal. In a cell of 8 periods a level lies 0.054 eV below the conduction edge and looks like a shallow donor. The mean of the defect potential over that cell is $-0.047$ eV, however, so most of the apparent binding is a uniform shift. The state has almost all its weight at one host wave vector. Larger cells do reveal a bound state, but at 0.027 eV. Plane-wave unfolding exposes the difference, provided that the weights are read together with the host energies and the cell size.

## Which plane waves belong together

Let the rows of $A_{pc}$ and $A_{sc}$ be primitive and supercell lattice vectors, with

$$A_{sc}=MA_{pc},\qquad N=|\det M|,$$

where $M$ is an integer matrix. With $B=2\pi(A^{-1})^T$, the reciprocal vectors obey

$$B_{sc}=2\pi\big((MA_{pc})^{-1}\big)^T=(M^{-1})^TB_{pc}.$$

A supercell reciprocal vector with integer column $n$ is therefore

$$G=n^TB_{sc}=(M^{-1}n)^TB_{pc}.$$

It is a primitive reciprocal vector if and only if $M^{-1}n$ is an integer column. Two vectors $G$ and $G'$ belong to the same class when $M^{-1}(n-n')$ is an integer column. Each class has one representative in a half-open primitive reciprocal cell. That cell is $N$ times larger than the supercell reciprocal cell, so there are $N$ classes. In integer arithmetic, the label is $(\det M)M^{-1}n$ modulo $|\det M|$, component by component. This also works for nondiagonal $M$.

Choose one $G_i$ per class and write $k_i=K+G_i$. These are the $N$ primitive wave vectors that fold onto $K$.

## The spectral weight

Let $|q\rangle$ be the plane wave $e^{iq\cdot r}/\sqrt\Omega$, normalized in the supercell volume $\Omega$. A supercell eigenstate is

$$|\psi_m\rangle=\sum_G C_m(G)|K+G\rangle,\qquad \sum_G|C_m(G)|^2=1.$$

The primitive Bloch states, normalized in the same volume, are

$$|k_i n\rangle=\sum_g u_n(g)|k_i+g\rangle,$$

where $g$ runs over primitive reciprocal vectors. We use the same cutoff on the length of the full wave vector in both cells, so that both expansions contain the same plane waves. Orthogonality gives

$$\langle k_i n|\psi_m\rangle=\sum_g u_n^*(g)C_m(G_i+g).$$

The weight is the total probability over all bands $n$ at $k_i$:

$$P_m(k_i)=\sum_{g,g'}C_m^*(G_i+g')C_m(G_i+g)\sum_n u_n(g')u_n^*(g).$$

The $u_n$ are a complete orthonormal set of eigenvectors of a Hermitian matrix, so the last sum is $\delta_{gg'}$. This leaves the Popescu–Zunger formula

$$P_m(k_i)=\sum_g|C_m(G_i+g)|^2 .$$

No primitive eigenvector is needed to evaluate it. Spinor components are summed as well. If the pseudo-wave functions are not orthonormal, the overlap operator must enter the norm and the projection.

The same number follows from translations. Let $R$ run over the $N$ primitive translations that are distinct modulo the supercell. Since $\langle\psi|\psi(\cdot+R)\rangle=\sum_G|C(G)|^2e^{i(K+G)\cdot R}$,

$$\frac1N\sum_R e^{-ik_i\cdot R}\langle\psi|\psi(\cdot+R)\rangle
=\sum_G|C(G)|^2\,\frac1N\sum_Re^{i(G-G_i)\cdot R}.$$

The inner average is 1 if $G$ is in class $i$. Otherwise some translation $R_0$ has a phase different from 1. Replacing $R$ by $R+R_0$ permutes the terms but multiplies the sum by that phase, so the sum vanishes. A test with a random wave in a nondiagonal two-dimensional cell, $\det M=5$, confirms the equality to rounding error.

## Three sum rules

Every plane wave lies in one class, hence

$$\sum_iP_m(k_i)=\sum_G|C_m(G)|^2=1 .$$

This is the sum rule for one eigenstate. Summing over eigenstates at fixed $k_i$ gives something else. Completeness implies $\sum_m|C_m(G)|^2=1$ for each $G$, so

$$\sum_mP_m(k_i)=N_{pw}(k_i),$$

the number of plane waves in the class. It grows with the cutoff.

For the third rule write $H=H_0+V$, where $H_0$ is the periodic host and $V$ the defect potential. The spectral expansion gives $\sum_mE_m|C_m(G)|^2=H_{GG}$. Summation over class $i$ yields the trace of $H_0$ in that class plus the diagonal of $V$. For a local $V$ each diagonal element is the cell average $\bar V$, so

$$\sum_mE_mP_m(k_i)=\sum_n\varepsilon_n(k_i)+N_{pw}(k_i)\bar V .$$

This rule can reveal a wrong class assignment or a misplaced potential average. It cannot reveal an exchange of two classes related by a host symmetry, because their traces are equal. It needs the complete finite-basis spectrum, whereas the first rule can be checked for each computed state.

In a perfect host $H_0$ does not couple classes. A nondegenerate eigenstate then has weight 1 at one $k_i$ and 0 elsewhere. A degenerate folded group may be returned in any orthonormal mixture, so its individual weights have no unique meaning. The sum over the whole group does: it is the trace of the product of the group projector and the class projector, which counts the primitive bands with that energy at $k_i$.

## Adding the host energies

Project $(H_0+V)\psi=E\psi$ onto $\langle kn|$:

$$\varepsilon_n(k)\langle kn|\psi\rangle+\langle kn|V|\psi\rangle=E\langle kn|\psi\rangle,$$

and therefore

$$[E-\varepsilon_n(k)]\langle kn|\psi\rangle=\langle kn|V|\psi\rangle .$$

Squaring, summing over all $k,n$ and using completeness on the right gives

$$\sum_{k,n}[E-\varepsilon_n(k)]^2|\langle kn|\psi\rangle|^2=\|V\psi\|^2 .$$

The left side measures how far the state lies from the host dispersion. If only the unfolded weights are stored, use

$$Q=\sum_iP(k_i)\,\delta_i^2,\qquad \delta_i=\min_n|E-\varepsilon_n(k_i)| .$$

Replacing each energy difference by the smallest one at its $k_i$ cannot increase the sum, so $Q\le\|V\psi\|^2$. If $E$ is at distance $d$ from the host spectrum, each $\delta_i\ge d$, and $\sum_iP=1$ gives $Q\ge d^2$.

**Host states.** For a local potential $\|V\psi\|^2=\int V^2|\psi|^2\,dr$. Suppose that an extended state obeys $|\psi|^2\le c/\Omega$ on the defect, with $c$ independent of $N$. Then

$$Q\le\frac{c}{\Omega}\int V^2dr .$$

For a short-ranged defect the integral is fixed and $Q$ is bounded by a constant times $1/N$. For an unscreened $1/r$ tail in three dimensions, $\int V^2d^3r$ grows as $L$, and with fixed $c$ the bound falls as $L/L^3=L^{-2}$, that is, as $N^{-2/3}$.

A fixed $c$ is an assumption, and in three dimensions it can fail in two ways. At a symmetric $K$, the fully symmetric mixture of $g$ symmetry-related plane waves has density $g/\Omega$ at the defect. In a cubic cell $g$ grows with the cell up to 48, and over that range of sizes the host $Q$ falls more slowly than $1/N$. An attractive $1/r$ tail also draws the states nearest the band edge towards the defect. The radial density of an s state at the edge grows as $r^{1/2}$, its norm as $L^{3/2}$, and $\|V\psi\|^2$ falls only as $L^{-3/2}$, that is, as $N^{-1/2}$.

**Bound states.** Once the bound state fits in the cell, its coefficients are $\phi(K+G)/\sqrt\Omega$, where $\phi$ is the Fourier transform of the isolated state. Thus $P(k_i)\approx p(k_i)/N$ with a fixed profile $p$. Denoting the Brillouin-zone average by brackets,

$$Q\to\langle p\,\delta^2\rangle,\qquad
N_{\rm eff}=\frac1{\sum_iP(k_i)^2}\to\frac N{\langle p^2\rangle}.$$

The measure $Q$ tends to a constant, while the effective number of wave vectors grows as $N$.

## Why spread alone is ambiguous

### A shallow state

Consider one dimension and one band edge, $\varepsilon=E_c+\gamma q^2$, with $q$ measured from the edge and $\gamma=\hbar^2/2m^*$. Write the bound energy as $E=E_c-\gamma\kappa^2$; the envelope decays as $e^{-\kappa|x|}$. For a defect narrow compared with $1/\kappa$, $\langle kn|V|\psi\rangle$ is nearly constant over the important $q$. The projected equation then gives $P(q)\propto(\kappa^2+q^2)^{-2}$.

When $\kappa L\gg1$, sums become $(L/2\pi)\int dq$. Define $I_r=\int_{-\infty}^{\infty}dq\,(q^2+\kappa^2)^{-r}$. From $I_1=\pi/\kappa$ and $dI_r/d(\kappa^2)=-rI_{r+1}$,

$$I_2=\frac{\pi}{2\kappa^3},\quad I_3=\frac{3\pi}{8\kappa^5},\quad I_4=\frac{5\pi}{16\kappa^7}.$$

Normalization by $(L/2\pi)I_2=L/4\kappa^3$ gives

$$P(q)=\frac{4\kappa^3}{L(\kappa^2+q^2)^2},\qquad
N_{\rm eff}=\frac L{2\pi}\frac{I_2^2}{I_4}=\frac{2\kappa L}{5}.$$

A shallow state is therefore narrow in $k$, and in a moderate cell it can resemble a host state.

### A phase-shifted host state

Now take a mid-band state at $K=0$ with an inversion-symmetric defect. Its parity makes $P(k)=P(-k)$. Let its asymptotic wave number be $k_0=2\pi(j_0+x)/L$, where $j_0$ is an integer and $0\le x<1$. Linearizing the band near $k_0$ and treating the matrix element of $V$ as constant gives weights proportional to $1/(j-x)^2$ on each side, with $j$ counted from $j_0$.

The identity $\sum_j(j-x)^{-2}=\pi^2/\sin^2\pi x$, differentiated twice, gives

$$6\sum_j\frac1{(j-x)^4}=\pi^4\left(\frac6{\sin^4\pi x}-\frac4{\sin^2\pi x}\right).$$

Let $S_2$ and $S_4$ be the sums of inverse second and fourth powers. Two equal sides yield

$$N_{\rm eff}=\frac{(2S_2)^2}{2S_4}=\frac2{1-\frac23\sin^2\pi x}.$$

The limit $x\to0$ gives 2, the ordinary standing wave. At $x=1/2$ the result is 6, although nothing is bound. This spread does not grow with $N$. The formula was tested on 101 mid-band states in a 128-period cell; the predicted values ranged from 2.1 to 5.1, and the largest deviation was 2.2% of the predicted value.

## The algorithm

1. Compute the class label of every supercell plane wave and add $|C|^2$ within each class. Check $\sum_iP=1$.
2. Compute the host bands at the same $k_i$, with the same cutoff, and align their potential with a region far from the defect.
3. Calculate $Q$ and $N_{\rm eff}$ for each state. Treat degenerate groups together.
4. Repeat in a larger cell. Assign a state to the defect if $Q$ settles to a nonzero value, and to the perturbed host if $Q$ keeps falling towards zero. A fall is conclusive only when the cells are large compared with the decay length $1/\kappa$ of any bound state that is sought. While $\kappa L\lesssim1$ a bound level is still a shifted band-edge state, and its $Q$ also falls nearly as $1/N$. In the model below, a well with $D=0.06$ eV and $s=2$ Å gives $Q=3.9$, $2.1$ and $1.3\times10^{-4}$ eV² at 8, 16 and 32 periods, and $Q$ settles near $0.9\times10^{-4}$ eV² only at 64 to 128 periods. In one dimension $N_{\rm eff}$ gives a second sign: it grows with $N$ for a bound state and stays bounded for the host states treated above. In three dimensions its growth alone does not prove binding. A larger cell places more wave vectors at nearly the same energy, and at a symmetric $K$ the defect can mix many of them into one host state.

States in two cells should be matched by energy, symmetry and main weights, since their running indices change.

## Deep and shallow wells in a model crystal

The host has period $a=4$ Å, the free-electron mass and the potential $2u_1\cos(2\pi x/a)+2u_2\cos(4\pi x/a)$, with $u_1=1.5$ eV and $u_2=1.0$ eV. Its first gap is 2.663 eV, at $X$ ($k=\pi/a$). The conduction edge is at 3.485 eV and has mass $0.2246\,m$. A Gaussian well $-D\exp(-x^2/2s^2)$ is placed at the origin, and the supercell states are computed at $K=0$.

**Deep level.** For $D=2.5$ eV and $s=1$ Å the level lies 0.384 eV below the conduction edge. Between 64 and 128 periods $N_{\rm eff}$ doubles from 15.84 to 31.68, while $Q$ remains 0.756 eV². The lower bound is $d^2=(0.38425)^2=0.148$ eV². The actual $Q$ is larger because part of the weight lies at wave vectors where the host bands are farther away than at the edge. The distance enters squared, so even a small weight at a distant wave vector contributes strongly.

The largest $Q$ among states inside the two host bands falls from 0.0241 to 0.0122 eV², close to the expected half. At 16 periods spread would mislead: the gap level has $N_{\rm eff}=3.9$, while a host state reaches 4.6. The corresponding $Q$ values, 0.754 and at most 0.091 eV², already differ by a factor of 8.

The widest host state at 64 periods has $N_{\rm eff}=5.5$ but $Q=0.0004$ eV². Its four largest weights form two pairs at $\pm k$, on neighbouring grid points. It is a standing wave spread over points close to its own energy.

**Shallow level.** For $D=0.3$ eV and $s=2$ Å the binding energy at 128 periods is 0.02732 eV. With $\gamma=3.810/0.2246=16.96$ eV Å²,

$$\kappa=\sqrt{0.02732/16.96}=0.0401\ \text{Å}^{-1},\qquad 1/\kappa=24.9\ \text{Å}.$$

Since $L=512$ Å, the predicted spread is $0.4\times512/24.9=8.22$; the computed value is 8.18. At 64 periods, $L=256$ Å, the formula gives $P(X)=4/(\kappa L)=0.389$, against 0.391 computed.

In that 64-period cell the bound state has $N_{\rm eff}=4.1$, below the host maximum of 4.9. Its $Q=0.0097$ eV² is nevertheless six times the host maximum. At 8 periods even $Q$ fails: 0.0120 eV² for the lowest conduction-derived level and 0.0127 eV² for the largest host value.

The required size can be estimated. The bound envelope has density $\kappa$ at the defect; a standing wave has at most $2/L$. For states near the same band edge the Bloch factors are similar, so the ratio of their $\|V\psi\|^2$ is about $\kappa L/2$. It exceeds 1 for $L>2/\kappa\approx50$ Å, or about 12 periods. This is only a rough guide, because it compares $\|V\psi\|^2$ instead of $Q$ and uses the envelope of an isolated state where neighbouring images already overlap. It is consistent with the computed order of $Q$, which changes between 8 and 16 periods.

**Band filling.** Both wells are nonpositive, so the variational principle lowers or preserves every ordered level. At least $N$ levels therefore remain at or below the valence edge. Level $N+1$ lies in the gap, so the number is $N$. With two spin states these levels hold $2N$ electrons, and one further electron enters the gap level. In the 8-period shallow cell that level has $N_{\rm eff}=1.02$: the added electron occupies what is nearly a host conduction state. Its energy is then mostly the host band edge shifted by the cell average of the defect potential, not the level of an isolated donor.

The defect also moves weight between groups of levels. In the deep 64-period cell the lowest 64 levels carry weight 1.001 at $X$, not an integer. Their weights summed over all $k_i$ give 64, as normalization requires.

## Errors and limits of the classification

Suppose that the host bands are misaligned by an energy $s_0$. Each $\delta_i$ changes by at most $|s_0|$. Since $\sqrt Q$ is the Euclidean norm of the list $\sqrt{P(k_i)}\,\delta_i$ and the weights add to 1, the triangle inequality gives

$$\left|\sqrt{Q(s_0)}-\sqrt{Q(0)}\right|\le|s_0| .$$

At 128 periods the shallow level has $\sqrt Q=0.098$ eV and the host maximum is 0.028 eV. The order is guaranteed for $|s_0|<(0.098-0.028)/2=0.035$ eV. For the deep level the same calculation gives $(0.869-0.110)/2=0.38$ eV. These margins are sufficient, not necessary. In this model the order actually reverses when the host bands are placed about 0.10 eV too low for the shallow level and about 0.65 eV too low for the deep one. Either way, shallow states need much better potential alignment. A misalignment that persists as the cell grows also affects step 4: the $Q$ of a host state then tends to about $s_0^2$ instead of zero. A settled $Q$ indicates binding only if it is well above $s_0^2$.

An incompletely converged eigenvector has a residual $\rho=(H-E)\psi$. Then $(E-H_0)\psi=V\psi-\rho$, and the upper bound becomes $\sqrt Q\le\|V\psi\|+\|\rho\|$. The residual should be small compared with the $\sqrt Q$ that is to be resolved.

The classification assumes that the supercell is built from a periodic host lattice, so that the folded wave vectors are defined. If the supercell is uniformly strained, the host bands must be computed with the same strain. Local atomic relaxation may be included in $V$, but the cell must then be large enough for the range of the relaxation as well as for the bound state.

A defect resonance inside a host band needs separate treatment. If its energy width covers many supercell levels, its character is shared among a number of states that grows with $N$. The share of each state falls, and so can its $Q$. Counting the levels in an energy window and comparing with the host is not decisive at a single $K$ either: a nondegenerate resonance changes the count by only about one, while a degenerate host pair crossing the window edge changes it by two. The two wells treated here produce bound levels outside the bands and do not test that case.

The complete size series and the sum-rule errors are given in the numerical output below.

## Table of computed values

```
hbar^2/2m = 3.8100 eV A^2; period a = 4.0 A; cutoff = 160.0 eV
host harmonics u1, u2 = 1.5, 1.0 eV (potential 2u1cos+2u2cos)
band 1: -0.4486 to 0.8218 eV; band 2: 3.4849 to 8.3127 eV
host gap = 2.6631 eV; band-2 edge mass m*/m = 0.2246
2D test: det M = 5, classes = 5, max error = 3.8e-16
sum over k minus 1, max = 2.7e-15
sum over states minus N_pw, max = 3.8e-14; N_pw = 8 to 9
trace rule max error = 9.1e-13 eV; mean V = -0.04896 eV
off-shell second moment (deep, N=32) = 1.12330 eV^2
real-space integral of V^2|psi|^2    = 1.12330 eV^2
deep defect: depth 2.5 eV, width 1.0 A
  N   E_gap(eV)  Ec-E(eV)  Neff_gap  max Neff_host  Q_gap(eV^2)  max Q_host(eV^2)
   8    3.08565   0.39928     1.754        3.363      0.721833       0.176199
  16    3.10051   0.38442     3.905        4.616      0.754411       0.090517
  32    3.10068   0.38425     7.921        5.106      0.755342       0.047605
  64    3.10068   0.38425    15.842        5.524      0.755967       0.024105
 128    3.10068   0.38425    31.684        5.770      0.755819       0.012166
  N 64->128 ratios: host max ||V psi||^2 0.503, gap 1.000, gap Neff 2.000
  N=128 bound levels: 2 (below band 1: 1), smallest bound Q = 0.755819 eV^2
shallow defect: depth 0.3 eV, width 2.0 A
  N   E_gap(eV)  Ec-E(eV)  Neff_gap  max Neff_host  Q_gap(eV^2)  max Q_host(eV^2)
   8    3.43099   0.05394     1.024        2.956      0.011956       0.012723
  16    3.45056   0.03437     1.133        2.870      0.009184       0.006784
  32    3.45698   0.02795     1.818        4.366      0.009349       0.003164
  64    3.45760   0.02733     4.061        4.915      0.009670       0.001567
 128    3.45761   0.02732     8.181        5.477      0.009675       0.000798
  N 64->128 ratios: host max ||V psi||^2 0.510, gap 1.001, gap Neff 2.014
  N=128 bound levels: 2 (below band 1: 1), smallest bound Q = 0.009675 eV^2
shallow: 1/kappa = 24.915 A; Neff(N=128) predicted 8.220, computed 8.181
phase-shift formula: 101 mid-band states, max relative deviation 0.0220
deep gap level N=64: P(X) = 0.10380, next k = 0.09811, second k = 0.08364, P(Gamma) = 6.85e-04
  weight at X in the lowest 64 levels = 1.00099; summed over all k = 64.00000
shallow gap level N=64: P(X) = 0.39058, next k = 0.20612, second k = 0.06215, P(Gamma) = 2.71e-06
  weight at X in the lowest 64 levels = 1.00001; summed over all k = 64.00000
widest host state (deep cell, N=64): E = -0.42379 eV, Neff = 5.524, Q = 0.000393 eV^2
  largest weights (k in 2pi/a: P): -0.0625: 0.2408, 0.0625: 0.2408, -0.0469: 0.1753, 0.0469: 0.1753
```
